# Moving-step adatom diffusion and what its atom balance proves

A step-flow calculation that ignores the adatoms swept up by its moving steps can create or lose atoms, and it can also predict the wrong fate for the surface. In a dimensionless case below, the omission creates a surplus of atoms equal to 11.5% of the deposit. In an example with rough Si(111) parameters the surplus is only a few parts per million, yet a ripple in the step spacing that should grow at $0.0086\ \mathrm{s^{-1}}$ decays at $0.0089\ \mathrm{s^{-1}}$.

The setting concerned is the treatment of adatom transport: fixed terrace edges, or time-dependent diffusion between moving ones. It belongs to the growth solver. An electronic-structure calculation can supply barriers for its coefficients, but does not make this choice.

## The balance to be kept

Straight steps at $x_n(t)$ descend towards $+x$. Terrace $n$ lies between steps $n$ and $n+1$ and has width $l_n=x_{n+1}-x_n$. There are $N$ steps in a period of fixed length $NL$. Atom counts are per unit length of step. The adatom density obeys

$$\rho_t=D\rho_{xx}+F,$$

with deposition flux $F$, and without desorption or nucleation. Differentiating the number of adatoms between moving limits gives

$$\frac{d}{dt}\int_{x_n}^{x_{n+1}}\rho\,dx=Fl_n+\big[D\rho_x+v\rho\big]_{x_n}^{x_{n+1}},$$

where $v$ is the velocity of the edge concerned. The losses at the left and right edges are therefore

$$J_n^+=D\rho_x+v_n\rho=k_+(\rho-\rho_{eq}),$$
$$J_n^-=-D\rho_x-v_{n+1}\rho=k_-(\rho-\rho_{eq}).$$

The last member of each line is the attachment law, assumed to govern the net exchange with the moving step. A step advances over its lower terrace and sweeps adatoms up there; behind it, new upper terrace opens. This is why the two velocity terms have opposite signs.

With $n_s$ atoms per area in a full layer, step $n$ collects from both sides:

$$n_sv_n=J_n^++J_{n-1}^- .$$

Summed over the period, the edge losses cancel against the gains of the steps. Integration from time zero gives

$$FNLt=n_s\sum_n[x_n(t)-x_n(0)]+N_{ad}(t)-N_{ad}(0).$$

Deposited atoms equal incorporated atoms plus the *change* in adatoms. The initial adatoms drop out only if the terraces start empty.

## Mapping each terrace to a fixed interval

Put $x=x_n+\xi l_n$ with $0\le\xi\le1$, and $u(\xi,t)=\rho(x,t)$. A point of fixed $\xi$ moves with velocity

$$w=v_n+\xi\dot l_n=(1-\xi)v_n+\xi v_{n+1}.$$

The chain rule gives $u_t=\rho_t+w\rho_x$, and $\rho_x=u_\xi/l$. Hence

$$u_t=\frac{D}{l^2}u_{\xi\xi}+\frac{w}{l}u_\xi+F.$$

Multiply by $l$ and add $\dot l u=w_\xi u$ to both sides:

$$(lu)_t=\partial_\xi\left[\frac Dl u_\xi+wu\right]+lF.$$

The two forms are equivalent before discretization. Afterwards they differ in what they conserve.

For the second form, divide the terrace into $M$ cells holding $m_i=lu_i/M$ atoms:

$$\dot m_i=G_{i+1/2}-G_{i-1/2}+Fl/M,$$
$$G_{i+1/2}=\frac{DM}{l}(u_{i+1}-u_i)+w_{i+1/2}\frac{u_i+u_{i+1}}2 .$$

At the ends, $G_{1/2}=J^+$ and $G_{M+1/2}=-J^-$. The edge density $u_b$ follows from a gradient taken over half a cell. With $h=2DM/l$, the left condition is $h(u_1-u_b)+v_nu_b=k_+(u_b-\rho_{eq})$, so

$$u_b=\frac{hu_1+k_+\rho_{eq}}{h+k_+-v_n}.$$

At the right edge the same algebra gives $u_b=(hu_M+k_-\rho_{eq})/(h+k_-+v_{n+1})$. Inserting both densities that adjoin a step into its growth law leaves one scalar equation for its velocity, solved by iteration. The cell contents and step positions are then advanced by an implicit Runge–Kutta method.

## What a closed balance proves

In the cell equations the interior fluxes cancel in pairs. The weighted sum $I=\sum m_i+n_s\sum x_n$ therefore has the constant rate $FNL$ for any number of cells.

The implicit solver inherits this property. Take an implicit Euler step with state $y$, old state $y_0$, rate $f$ and residual $R=y-y_0-\Delta t\,f(y)$. Let $c$ hold the weights of $I$, so that $c\cdot f=FNL$ for every state. The exact Jacobian $A$ of $f$ then satisfies $c^TA=0$. Newton's correction obeys $(1-\Delta tA)\delta=-R$, and multiplication by $c^T$ gives $c\cdot\delta=-c\cdot R$. The new weighted residual is $c\cdot R+c\cdot\delta=0$. The same sum applies to the coupled stages of an implicit Runge–Kutta step. Apart from rounding, the balance closes after one correction, even if Newton's iteration has not converged. A closed balance thus verifies the bookkeeping, but not the mesh, the time step or the nonlinear solution.

An independent check uses the first mapped form, evaluated at Chebyshev points. Here closure is not built in. The test case has $D=F=n_s=L=1$, $k_+=5$, $k_-=1$, $\rho_{eq}=0.1$, and three steps starting at 0, 1.15 and 1.95. It runs to time 1.5, with a relative solver tolerance of $10^{-9}$ and initial density $\rho_{eq}$.

With polynomial degrees 3, 6 and 16, the balance error relative to the deposit is $1.4\times10^{-2}$, $1.5\times10^{-7}$ and $1.1\times10^{-13}$. In this scheme closure also responds to the time integration, but understates its error. At degree 16, relative tolerances of $10^{-3}$ and $10^{-5}$ give balance errors of $6\times10^{-6}$ and $1.3\times10^{-9}$, while the step positions are off by $6\times10^{-5}$ and $3\times10^{-8}$ terrace widths.

The finite-volume balance closes to about $10^{-15}$ with only three cells per terrace, while the largest step-position error, measured against degree 16, is 0.032 terrace widths. It falls to 0.00112 with 16 cells and 0.00028 with 32. The ratio of four for a halved cell is second-order convergence.

A closed solution checks the density itself. For equal terraces, $v=FL/n_s$. With $y$ measured from the left step, a steady profile obeys $D\rho''+v\rho'+F=0$, hence

$$\rho=A+Be^{-vy/D}-Fy/v,$$
$$D\rho'+v\rho=vA-DF/v-Fy.$$

For the numbers above, the left and right edge conditions are

$$A-1=5(A+B-0.1),$$
$$2-A=A+Be^{-1}-1.1 .$$

They give $A=1.839$ and $B=-1.571$. The edge densities are 0.268 and 0.261, so the lower side supplies $5\times0.168=0.84$ and the upper side 0.16, together the whole deposit. Collocation at degree 16 reproduces this profile to $10^{-14}$.

## When the swept adatoms decide the result

Suppose that the edge conditions omit $v\rho$, while the terrace still loses those atoms. The unrecorded loss per unit time is

$$\sum_n v_n\left[\rho_n(\text{left edge})-\rho_{n-1}(\text{right edge})\right].$$

A negative value means that atoms are created. The densities here are those computed without the swept terms, not the correct ones. In both examples they are higher on the upper side of a step, so atoms are created. The error nearly vanishes when these two densities are similar, so a small leak is no licence to omit the term. Its effect on the spacing must be found separately.

Consider slow growth, with $\delta=\rho-\rho_{eq}$ small compared with $n_s$. Neglect the storage and sweeping of $\delta$, but keep the sweeping of $\rho_{eq}$. Then $D\delta''+F=0$, and integrating twice gives

$$\delta(l)=\delta(0)+l\delta'(0)-\frac{Fl^2}{2D}.$$

The edges supply $\delta(0)=J^+/k_+$, $\delta(l)=J^-/k_-$ and $D\delta'(0)=J^+-\rho_{eq}v_n$. Define the lengths $s_\pm=D/k_\pm$ and multiply by $D$:

$$s_-J^-=s_+J^++l(J^+-\rho_{eq}v_n)-Fl^2/2.$$

The terrace balance is $J^++J^-=Fl-\rho_{eq}(v_{n+1}-v_n)$. Eliminating $J^-$, and then using the balance again, gives

$$J^+=\frac{Fl(s_-+l/2)+\rho_{eq}[(s_-+l)v_n-s_-v_{n+1}]}{s_++s_-+l},$$

$$J^-=\frac{Fl(s_++l/2)+\rho_{eq}[s_+v_n-(s_++l)v_{n+1}]}{s_++s_-+l}.$$

Now perturb equal spacing by $\epsilon e^{i\phi n+\sigma t}$. With $E=e^{i\phi}$, the width changes by $(E-1)$ and the velocity by $\sigma$ times this factor. Let $S=s_++s_-+L$, $f=F/n_s$ and $\theta=\rho_{eq}/n_s$. Differentiating the deposition part of $J^+$ with respect to $l$ gives $Fp$, where

$$p=\frac{s_-+L/2}{S}+\frac{L(s_+-s_-)}{2S^2}.$$

The corresponding part of $J^-$ gives $F(1-p)$. At equal velocities $v_0=fL$, the swept part of $J^+$ is $\rho_{eq}v_0l/(s_++s_-+l)$. Its derivative is $F\theta g$, with

$$g=\frac{L(s_++s_-)}{S^2},$$

and that of $J^-$ is $-F\theta g$. The upper terrace of step $n$ has index $n-1$, which multiplies its contribution by $1/E$. The $g$ terms combine through $(E-1)-(1-1/E)=-2(1-\cos\phi)$. The velocity perturbations add

$$-\frac{\rho_{eq}\sigma}{S}\left[s_-(E-1)+s_+(1-1/E)\right].$$

Moving this term to the side of $n_s\sigma$ yields

$$\sigma=f\,\frac{(p+(1-p)/E)(E-1)-2\theta g(1-\cos\phi)}{1+\theta[s_-(E-1)+s_+(1-1/E)]/S}.$$

**Slow attachment.** If $L\ll s_\pm$, then $g\to0$ and $p\to k_+/(k_++k_-)$. Numerator and denominator contain the same quantity $a=(p+(1-p)/E)(E-1)$, so

$$\mathrm{Re}\,\sigma=f\,\frac{-(2p-1)(1-\cos\phi)+\theta|a|^2}{|1+\theta a|^2}.$$

Preferred attachment from below, $p>1/2$, evens out the spacing; for long waves the swept adatoms oppose it. In that limit, $|a|^2\approx\phi^2$ and $1-\cos\phi\approx\phi^2/2$, so the ripple grows when $\theta>p-1/2$. A period with two steps can hold only the alternating ripple $\phi=180^\circ$. There $a=-2(2p-1)$, and the ripple decays for $p>1/2$ as long as $2\theta(2p-1)<1$. A two-step cell therefore misses this instability.

**Fast attachment.** If $s_\pm\ll L$, expansion to first order gives $p=1/2$ and $g=(s_++s_-)/L$. The numerator contributes $-2\theta g(1-\cos\phi)$ to the real part of $\sigma/f$, and the denominator contributes $+\theta g\sin^2\phi$. Their sum is

$$\mathrm{Re}\,\sigma\approx-f\theta\frac{s_++s_-}{L}(1-\cos\phi)^2.$$

Here the swept equilibrium adatoms damp the ripple, provided that its wavelength is not too long. This first-order result falls as $\phi^4$, whereas terms of second order in $s_\pm/L$ fall only as $\phi^2$ and take over for long waves. For $s_+=s_-$ and small $\theta$, the full formula gives growth when $1-\cos\phi$ is below about $2(s_++s_-)/L$.

Unequal attachment adds a further condition. To second order $2p-1=(s_-^2-s_+^2)/L^2$, and its contribution $-(2p-1)(1-\cos\phi)$ to $\mathrm{Re}\,\sigma/f$ must be small compared with the result above. The neglected terms in $\delta/n_s$ must be small in the same sense. Under these conditions the effect of the swept adatoms at $\phi=90^\circ$ changes sign between slow and fast attachment.

## An example in the Si(111) regime

The example takes 1200 K, where Si(111) is unreconstructed, and four terraces of 100 nm, a miscut of $0.18^\circ$. A bilayer has $n_s=15.66\ \mathrm{nm^{-2}}$. Growth at 0.2 bilayer/s means $F=3.132\ \mathrm{nm^{-2}s^{-1}}$. Rough or chosen kinetic values are $D=10^7\ \mathrm{nm^2/s}$, $k_+=10500$ nm/s, $k_-=9500$ nm/s and $\theta=0.10$.

The terraces start at $\rho_{eq}$ with a 2 nm ripple at $\phi=90^\circ$. With 12 cells per terrace and a relative solver tolerance of $10^{-8}$, the balance in atoms per nm of step is:

| Time | Deposited | Incorporated | Adatom change |
|---|---:|---:|---:|
| 5 ms | 6.264 | 2.277 | 3.987 |
| 10 s | 12527.27 | 12520.90 | 6.37 |
| 50 s | 62636.35 | 62629.98 | 6.37 |

The first row follows from a nearly uniform terrace, for which $L\dot\delta=FL-(k_++k_-)\delta$. The relaxation time is $100/20000$ s $=5$ ms. After one such time the stored excess is $400\times3.132\times0.005\times(1-e^{-1})=3.96$, close to the computed 3.99. Later, nearly all new atoms reach the steps.

The finite-volume balance closes to $10^{-13}$ of the deposit or better, and degree-8 collocation to $2\times10^{-11}$. The two methods' final step positions differ by less than $10^{-4}$ nm.

For the ripple, $s_+=952$ nm, $s_-=1053$ nm and $S=2105$ nm. These give $p=0.5227$ and $g=0.0452$. With $E=i$,

$$\frac{\sigma}{f}=\frac{-0.0454-0.0090+i}{0.9952+0.0952i}=0.0411+1.001i.$$

Multiplication by $0.2\ \mathrm{s^{-1}}$ gives a growth rate of $0.0082\ \mathrm{s^{-1}}$. The full linearized equations give $0.0086\ \mathrm{s^{-1}}$, and doubling the number of cells shifts the eigenvalue by $10^{-7}\ \mathrm{s^{-1}}$. The run agrees: the amplitude rises from 2.179 nm at 10 s to 3.071 nm at 50 s, and $\ln(3.071/2.179)/40=0.0086\ \mathrm{s^{-1}}$. When the flux is reduced tenfold and a hundredfold, the gap between formula and full eigenvalue, divided by $f$, falls from $1.8\times10^{-3}$ to $1.8\times10^{-4}$ and $1.8\times10^{-5}$, as expected for neglected terms proportional to $\delta/n_s$.

Omitting the swept adatoms, with all parameters held fixed, changes the rate to $-0.0089\ \mathrm{s^{-1}}$. The balance hardly notices. For equal terraces without the swept term, $J^+\approx164$ and $J^-\approx149\ \mathrm{nm^{-1}s^{-1}}$, so the edge excesses are $164.05/10500=0.01562$ and $149.13/9500=0.01570\ \mathrm{nm^{-2}}$. Their difference divided by $n_s$ is the error relative to the deposit, about $5\times10^{-6}$.

At fixed attachment coefficients, the formula puts the change of sign of this four-step ripple at $\theta=0.0525$. The full equations were tested on both sides: the ripple decays at 0.8 times this coverage and grows at 1.2 times. This is not the stability limit of the whole step train. Longer ripples change sign at lower coverage, near 0.032 for six steps and 0.023 for thirty, so at 0.8 times 0.0525 ripples of five to twelve steps still grow.

## How far this describes a real surface

The coverage and transport values are rough, and the 10% attachment asymmetry is chosen. Since the sign depends on these quantities, the example does not predict whether a given Si(111) wafer bunches its steps.

The straight-step assumption is a serious limitation. With a step energy of 0.2 eV/nm and a repulsion constant of 0.05 eV nm, both rough, a harmonic estimate for a step held between fixed neighbours gives a thermal wandering of roughly 40 nm. The harmonic expansion is inaccurate at so large an amplitude, and the full repulsion lowers the value to about 29 nm, still far more than the ripple. The calculated positions can at best represent averages along long steps; the resulting change in the growth rate was not calculated. Site blocking among adatoms is also absent, and it is not small: $\theta=0.10$ of a bilayer is one adatom for every five surface cells, and an adatom that saturates three dangling bonds blocks neighbouring sites as well.

Direct-current heating adds a drift velocity $u_d$. In the edge conditions it replaces each $v$ by $v-u_d$. In the ripple formula this multiplies the $g$ term by $1-u_d/v_0$. A rough field of 5 V/cm and effective charge of $0.1e$ give $u_d=4.8$ nm/s against $v_0=20$ nm/s. The growth rate shifts by about $0.2\times0.0090\times0.24=0.0004\ \mathrm{s^{-1}}$, with a sign set by the current direction. This shift does not fall with the flux, whereas the rest of the rate does, so drift gains weight in slower growth.

The other neglected effects that were estimated are smaller. The largest supersaturation, about 1%, gives a nucleation barrier of roughly 70 $kT$ with the step energy above, which makes nucleation on the terraces negligible. The barrier varies as the square of this rough energy: half the value would give about 18 $kT$, and nucleation could then no longer be neglected. Desorption removes about 0.1% of the deposit. Step repulsion changes the equilibrium density at a step displaced by 2 nm by less than one part in $10^7$, which lowers the growth rate by about $3.5\times10^{-6}\ \mathrm{s^{-1}}$. Like the drift, this shift does not fall with the flux: at a thousandth of the flux it is about 40% of the rate.

## Choosing the setting

- Use moving edges with the swept terms when either $\theta$ or $\delta/n_s$ is comparable with $|p-1/2|$ or larger. Within this model, fixed edges are adequate for slow growth if both $\theta$ and $\delta/n_s$ are small compared with $|p-1/2|$; with both at a tenth of it, the rate of a long ripple at slow attachment is still off by about a quarter. At very low flux, drift and step repulsion must be weighed separately.
- Choose the number of steps in the period so that the fastest-growing ripple fits. In the Si(111) example three steps are too few: the linearized equations give decay at $0.0017\ \mathrm{s^{-1}}$ for a ripple three steps long, but growth for one of four or five steps. Among ripples a whole number of steps long, the five-step one grows fastest, at $0.0101\ \mathrm{s^{-1}}$, and a four-step period cannot hold it.
- Choose the mesh and the time tolerance by the convergence of step positions or growth rates. Use the balance to find missing or doubly counted fluxes.
- Record the initial adatoms, and stop the calculation before a terrace closes: the mapping requires $l_n>0$.

The numerical output below gives further digits for most of the values quoted.

## Calculated quantities

```
DIMENSIONLESS CASE: D=1 F=1 n_s=1 k_low=5 k_up=1 rho_eq=0.1 L=1
start positions [0.   1.15 1.95]  end time 1.5
collocation degree 3: relative ledger error 1.4e-02
collocation degree 6: relative ledger error 1.5e-07
collocation degree 16: relative ledger error 1.1e-13
volumes, 3 cells: ledger error 9.9e-16, position error 3.21e-02
volumes, 16 cells: ledger error 4.4e-16, position error 1.12e-03
volumes, 32 cells: ledger error 4.9e-17, position error 2.79e-04
measured order of the volume method: 2.00
relative ledger error without swept adatoms: 0.115
travelling profile: A = 1.8390, B = -1.5712, v = 1.0000
edge densities: left 0.2678, right 0.2610
largest profile error of collocation: 1.0e-14
SI(111) EXAMPLE (rough kinetic values)
temperature 1200 K, kT 0.1034 eV
bilayer sites 15.659 nm^-2, step height 0.3136 nm
terrace 100 nm, steps 4, miscut 0.180 deg
growth 0.2 bilayer/s, flux 3.1318 nm^-2 s^-1
D 1.0e+07 nm^2/s, k_low 10500, k_up 9500 nm/s
equilibrium coverage 0.10, density 1.5659 nm^-2
diffusion time L^2/D 1.00 ms, attachment time L/(k_low+k_up) 5.00 ms
ledger in atoms per nm of step; last two: relative errors
time(s) deposited incorporated adatom-change volumes collocation
0.005 6.2636 2.2771 3.9865 1.0e-13 2.0e-11
10 12527.2707 12520.9003 6.3703 1.8e-17 2.0e-11
30 37581.8120 37575.4404 6.3716 8.5e-17 2.0e-11
50 62636.3533 62629.9799 6.3734 1.7e-16 2.0e-11
largest position gap between methods at end: 4.5e-05 nm
ripple amplitude at 0, 10, 30, 50 s (nm): 2.0000 2.1788 2.5868 3.0712
ripple growth rate from run, 10 to 50 s: 0.008582 s^-1
full eigenvalue: 0.008582 + 0.200119 i s^-1
mesh shift of eigenvalue, 12 to 24 cells: 1.1e-07 s^-1
slow-growth formula: 0.008223 + 0.200170 i s^-1
formula gap / layer rate at flux x 1, 0.1, 0.01: 1.82e-03 1.82e-04 1.82e-05
real rate without swept adatoms: -0.008864 s^-1
critical equilibrium coverage (formula): 0.0525
NEGLECTED EFFECTS (rough inputs)
step energy 0.2 eV/nm, repulsion 0.05 eV nm
largest supersaturation 1.069 %, nucleation barrier 7.30 eV = 71 kT
desorption: 4.2 eV, 1e+14 s^-1 -> 2.3e-04 bilayer/s, 1.1e-03 of growth
repulsion: relative shift of equilibrium density 7.4e-09
heating current: 5.0 V/cm, charge 0.1 e -> drift 4.84 nm/s; step speed 20.0 nm/s
thermal step wandering 38.6 nm, 39 % of terrace
```
